**Numerical test of the Breit-Rosenthal reduction for a uniformly charged sphere**

For a point magnetic dipole in a uniformly charged sphere of radius R, the 1s1/2 hyperfine integral falls below its point-charge value by the fraction ε = B(ζ) x^(2γ−1) to leading order in x = ZR/a0, where ζ = Zα and γ = √(1−ζ²). The program obtains B from the length-free equations near the nucleus and compares the formula with a numerical solution of the full Dirac bound-state problem. It asserts that the relative difference stays below 8x ln(1/x) for four radii at Z = 80 and for Z = 20, 40 and 60 at R = 7 fm. It also asserts the angular factor, the potential of the sphere, the point-charge integral, the limit B → 3/2, the share of the loss inside the sphere and the leading energy shift. The logarithmic slopes in R for 1s and 2s must agree with 2γ − 1 within 0.005. For Z = 80 and R = 7 fm the output gives ε = 0.0936 from the Dirac solution and 0.0920 from the leading formula. At fixed R, ε grows by a factor 7.2 from Z = 40 to Z = 80, far more than 2^(2γ−1) = 1.54 with γ taken at Z = 80.

## Numerical check

```python
"""
Breit-Rosenthal reduction of the s1/2 hyperfine integral.

Result under test, for a point magnetic dipole in a uniformly charged sphere:
    eps = 1 - I/I0 = B(zeta) * x**(2*gamma - 1) * [1 + O(x ln(1/x))]
I     = -integral of P*Q/r^2 dr for the normalized Dirac state (I0: point charge)
P, Q  = large and small radial functions, kappa = -1
zeta  = Z*alpha, gamma = sqrt(1 - zeta^2), x = Z*R/a0, R = sphere radius
B comes from the massless inner equations; the independent side is a numerical
solution of the full Dirac bound-state problem.
Internal units: hbar = m = c = 1 (length hbar/mc, energy mc^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function, gammainc

ALPHA = const.fine_structure
COMPTON_FM = const.hbar / (const.m_e * const.c) * 1e15
BOHR_FM = COMPTON_FM / ALPHA
REST_EV = const.m_e * const.c**2 / const.e


def sphere_shape(s):
    """-V*R/(Z e^2) at s = r/R."""
    return 1.5 - 0.5 * s * s if s < 1 else 1 / s


def integrate(start, r_begin, r_end, energy, zeta, radius):
    """Radial Dirac equations in ln r, with hyperfine and norm integrals."""
    sign = 1.0 if r_end > r_begin else -1.0

    def rhs(t, y):
        r = np.exp(t)
        attraction = zeta
        if r < radius:
            attraction = zeta * (r / radius) * sphere_shape(r / radius)
        p, q = y[0], y[1]
        return [p + (r * (energy + 1) + attraction) * q,
                -q - (r * (energy - 1) + attraction) * p,
                -sign * p * q / r,
                sign * r * (p * p + q * q)]

    result = solve_ivp(rhs, (np.log(r_begin), np.log(r_end)), start,
                       method="DOP853", rtol=1e-12, atol=1e-16)
    assert result.success
    return result.y[:, -1]


def dirac_s_state(zeta, radius, n):
    """Energy shift from the point charge, I, and the part of I inside R."""
    g = np.sqrt(1 - zeta**2)
    point_energy = 1 / np.sqrt(1 + (zeta / (n - 1 + g))**2)
    r_match = 0.5 / zeta

    def both_sides(energy):
        if radius > 0:
            s = 1e-3
            k = energy - 1 + 1.5 * zeta / radius
            r0 = s * radius
            start = [s, -k * r0 * s / 3, k * s * s / 6, r0 * s * s / 3]
            surface = integrate(start, r0, radius, energy, zeta, radius)
            inside = surface[2]
            out = integrate(surface, radius, r_match, energy, zeta, radius)
        else:
            r0 = 1e-9
            ratio = (1 - g) / zeta
            start = [1.0, -ratio, ratio / ((2 * g - 1) * r0),
                     (1 + ratio**2) * r0 / (2 * g + 1)]
            inside = 0.0
            out = integrate(start, r0, r_match, energy, zeta, radius)
        decay = np.sqrt(1 - energy**2)
        far = 30 / decay
        q = -np.sqrt((1 - energy) / (1 + energy))
        tail = [1.0, q, -q / (2 * decay * far**2), (1 + q * q) / (2 * decay)]
        inn = integrate(tail, far, r_match, energy, zeta, radius)
        return out, inn, inside

    def mismatch(energy):
        a, b, _ = both_sides(energy)
        size = np.hypot(a[0], a[1]) * np.hypot(b[0], b[1])
        return (a[0] * b[1] - a[1] * b[0]) / size

    width = 0.02 * zeta**2
    energy = brentq(mismatch, point_energy - width, point_energy + width,
                    xtol=1e-15)
    out, inn, inside = both_sides(energy)
    scale = (out[0] / inn[0])**2
    norm = out[3] + scale * inn[3]
    return energy - point_energy, (out[2] + scale * inn[2]) / norm, inside / norm


def inner_problem(zeta, terms=40):
    """Irregular admixture b, loss inside, loss outside, prefactor B."""
    g = np.sqrt(1 - zeta**2)
    a, c = np.zeros(terms), np.zeros(terms)
    for k in range(terms):
        if k == 0:
            a[k] = 1.0
        else:
            older = c[k - 2] if k > 1 else 0.0
            a[k] = zeta * (1.5 * c[k - 1] - 0.5 * older) / (2 * k)
        previous = a[k - 1] if k > 0 else 0.0
        c[k] = -zeta * (1.5 * a[k] - 0.5 * previous) / (2 * k + 3)
    t = -c.sum() / a.sum()
    b = (t - zeta / (1 + g)) / ((1 + g) / zeta - t)
    amplitude = (1 + b) / a.sum()
    i, j = np.indices((terms, terms))
    inside_integral = -amplitude**2 * np.sum(np.outer(a, c) / (2 * i + 2 * j + 2))
    loss_in = zeta / ((1 + g) * (2 * g - 1)) - inside_integral
    loss_out = -2 * b / zeta - b * b * (1 + g) / (zeta * (2 * g + 1))
    prefactor = (2**(2 * g - 1) * (1 + g) * (loss_in + loss_out)
                 / (zeta * gamma_function(2 * g - 1)))
    return b, loss_in, loss_out, prefactor


def point_integral_1s(zeta):
    g = np.sqrt(1 - zeta**2)
    return zeta**3 / (g * (2 * g - 1))


# Angular factor: average over six axis directions, exact for quadratic forms.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
average = np.zeros((3, 2, 2), complex)
for direction in np.vstack([np.eye(3), -np.eye(3)]):
    along = np.einsum("i,iab->ab", direction, pauli)
    for m in range(3):
        u, v = (m + 1) % 3, (m + 2) % 3
        cross = direction[u] * pauli[v] - direction[v] * pauli[u]
        average[m] += -1j * (cross @ along - along @ cross) / 6
assert np.allclose(average, -4 / 3 * pauli, atol=1e-13)

# Potential of the sphere from a direct sum over charged shells.
for s in (0.2, 0.7, 1.6):
    shells = quad(lambda w: 3 * w * w / max(s, w), 0, 1,
                  points=[s] if s < 1 else None)[0]
    assert abs(shells - sphere_shape(s)) < 1e-9

# Small-charge limit of the inner problem.
small = 1e-3
b_s, in_s, out_s, B_s = inner_problem(small)
assert abs(B_s - 1.5) < 1e-4
assert abs(b_s / small**2 + 1 / 20) < 1e-5
assert abs((in_s + out_s) / small - 3 / 8) < 1e-5

Z, R_FM = 80, 7.0
zeta = Z * ALPHA
g = np.sqrt(1 - zeta**2)
power = 2 * g - 1
b, loss_in, loss_out, B = inner_problem(zeta)
I0 = point_integral_1s(zeta)
_, I0_numeric, _ = dirac_s_state(zeta, 0.0, 1)
assert abs(I0_numeric / I0 - 1) < 1e-7

print(f"Bohr radius a0 = {BOHR_FM:.2f} fm; hbar/mc = {COMPTON_FM:.3f} fm")
print(f"Model ion: Z = {Z}, R = {R_FM:.1f} fm")
print(f"zeta = {zeta:.5f}, gamma = {g:.5f}, exponent 2gamma-1 = {power:.5f}")
print(f"x = Z R/a0 = {Z * R_FM / BOHR_FM:.6f}")
print(f"small-charge limit: B = {B_s:.5f} at zeta = {small}")
print(f"point charge: I0/[zeta (Z/a0)^2] = {I0 / zeta**3:.5f} (formula), "
      f"{I0_numeric / zeta**3:.5f} (numerical)")
print(f"irregular admixture b = {b:.6f}")
print(f"K inside = {loss_in:.5f}, K outside = {loss_out:.5f}, "
      f"K = {loss_in + loss_out:.5f}")
print(f"prefactor B = {B:.5f}")

print("1s, Z = 80: R (fm), x, eps Dirac, eps formula, Dirac/formula - 1")
records = []
for factor in (1.0, 0.1, 0.01, 0.001):
    radius = factor * R_FM / COMPTON_FM
    x = zeta * radius
    shift, integral, inside = dirac_s_state(zeta, radius, 1)
    eps = 1 - integral / I0
    formula = B * x**power
    deviation = eps / formula - 1
    assert abs(deviation) < 8 * x * np.log(1 / x)
    inside_share = (gammainc(power, 2 * x) - inside / I0) / eps
    norm_sq = (1 + g) / 2 * (2 * zeta)**(2 * g + 1) / gamma_function(2 * g + 1)
    shift_formula = -2 * g * b / zeta * norm_sq * radius**(2 * g)
    records.append((eps, deviation, inside_share, shift, shift_formula))
    print(f"  {factor * R_FM:.3f}  {x:.4e}  {eps:.6f}  {formula:.6f}  "
          f"{deviation:+.2e}")
assert abs(records[3][1]) < 0.3 * abs(records[2][1])

slope_1s = np.log10(records[2][0] / records[3][0])
assert abs(slope_1s - power) < 5e-3
print(f"1s slope d ln eps/d ln R, R/1000 to R/100: {slope_1s:.5f}")

share_formula = loss_in / (loss_in + loss_out)
assert abs(records[3][2] - share_formula) < 5e-3
print(f"share of reduction from r < R: formula {share_formula:.4f}, "
      f"Dirac at R/1000 {records[3][2]:.4f}")

assert abs(records[2][3] / records[2][4] - 1) < 1e-2
print(f"1s energy shift at R = 7 fm: Dirac {records[0][3] * REST_EV:.2f} eV, "
      f"leading formula {records[0][4] * REST_EV:.2f} eV")
print(f"energy shift at R/100, Dirac/formula = "
      f"{records[2][3] / records[2][4]:.5f}")

# The 2s state must show the same exponent.
I0_2s = dirac_s_state(zeta, 0.0, 2)[1]
eps_2s = [1 - dirac_s_state(zeta, f * R_FM / COMPTON_FM, 2)[1] / I0_2s
          for f in (1.0, 0.01, 0.001)]
slope_2s = np.log10(eps_2s[1] / eps_2s[2])
assert abs(slope_2s - power) < 5e-3
print(f"2s slope over the same range: {slope_2s:.5f}")
print(f"2s at R = 7 fm: eps = {eps_2s[0]:.6f}")
print(f"prefactor ratio 2s/1s from R/1000: {eps_2s[2] / records[3][0]:.5f}")

print("1s, R = 7 fm: Z, exponent, B, eps formula, eps Dirac")
eps_by_Z = {}
for charge in (20, 40, 60, 80):
    z = charge * ALPHA
    exponent = 2 * np.sqrt(1 - z * z) - 1
    radius = R_FM / COMPTON_FM
    x = z * radius
    prefactor = inner_problem(z)[3]
    formula = prefactor * x**exponent
    if charge == Z:
        eps = records[0][0]
    else:
        eps = 1 - dirac_s_state(z, radius, 1)[1] / point_integral_1s(z)
    assert abs(eps / formula - 1) < 8 * x * np.log(1 / x)
    eps_by_Z[charge] = eps
    print(f"  {charge}  {exponent:.5f}  {prefactor:.5f}  {formula:.6f}  {eps:.6f}")

growth = eps_by_Z[80] / eps_by_Z[40]
naive = 2**power
assert growth > 2 * naive
print(f"eps(Z=80)/eps(Z=40) at fixed R, Dirac: {growth:.3f}")
print(f"2**(2gamma-1) with gamma of Z = 80: {naive:.3f}")
print("no test failed")
```

It prints:

```
Bohr radius a0 = 52917.72 fm; hbar/mc = 386.159 fm
Model ion: Z = 80, R = 7.0 fm
zeta = 0.58379, gamma = 0.81191, exponent 2gamma-1 = 0.62381
x = Z R/a0 = 0.010582
small-charge limit: B = 1.50000 at zeta = 0.001
point charge: I0/[zeta (Z/a0)^2] = 1.97442 (formula), 1.97442 (numerical)
irregular admixture b = -0.027872
K inside = 0.37739, K outside = 0.09457, K = 0.47196
prefactor B = 1.57077
1s, Z = 80: R (fm), x, eps Dirac, eps formula, Dirac/formula - 1
  7.000  1.0582e-02  0.093602  0.092008  +1.73e-02
  0.700  1.0582e-03  0.021953  0.021878  +3.41e-03
  0.070  1.0582e-04  0.005205  0.005202  +5.02e-04
  0.007  1.0582e-05  0.001237  0.001237  +6.61e-05
1s slope d ln eps/d ln R, R/1000 to R/100: 0.62400
share of reduction from r < R: formula 0.7996, Dirac at R/1000 0.7996
1s energy shift at R = 7 fm: Dirac 54.05 eV, leading formula 55.00 eV
energy shift at R/100, Dirac/formula = 0.99983
2s slope over the same range: 0.62401
2s at R = 7 fm: eps = 0.099795
prefactor ratio 2s/1s from R/1000: 1.06664
1s, R = 7 fm: Z, exponent, B, eps formula, eps Dirac
  20  0.97858  1.51085  0.004539  0.004574
  40  0.91290  1.53970  0.012861  0.013027
  60  0.79810  1.57220  0.033129  0.033675
  80  0.62381  1.57077  0.092008  0.093602
eps(Z=80)/eps(Z=40) at fixed R, Dirac: 7.185
2**(2gamma-1) with gamma of Z = 80: 1.541
no test failed
```
